\section*{Telling a quartet from a doublet and triplet by transition-selective nutation}

\section*{Question}

I am working on an exercise in pulsed EPR. It asks me to show that a microwave pulse resonant with a single transition $m\leftrightarrow m+1$ of a spin $S$ makes it nutate at
\[
\omega_1\sqrt{S(S+1)-m(m+1)},
\]
and then to use this to decide whether a signal comes from a doublet, a triplet or a quartet.

I can't get past the first part. In the rotating frame, on resonance, the Hamiltonian is $\hbar\omega_1S_x$. That generates a rotation about $x$, and a rotation by $\omega_1t$ is the same rotation whatever $S$ is:
\begin{align*}
\dot S_z&=i\omega_1[S_x,S_z]=\omega_1S_y,\\
\dot S_y&=i\omega_1[S_x,S_y]=-\omega_1S_z,
\end{align*}
so $\ddot S_z=-\omega_1^2S_z$. Every spin should nutate at $\omega_1$. Where does the square root come from, and if it is right, how far can I trust it to identify a quartet?

\section*{Answer}

Your calculation is correct for the Hamiltonian you wrote. That Hamiltonian drives all the transitions of the multiplet together. A transition-selective pulse needs the transitions to have different frequencies, and the zero-field splitting that separates them also spoils your closed pair of equations. A term $hD S_z^2$ adds to $\dot S_y$ the operator
\[
2\pi iD[S_z^2,S_y]=2\pi D(S_zS_x+S_xS_z),
\]
because $[S_z,S_y]=-iS_x$. This vanishes for $S=\tfrac12$, but not for larger spins.

\subsection*{The lines and the rotating frame}

Take an isotropic $g$ and let the zero-field axis lie along the static field. In frequency units, with dimensionless spin operators,
\begin{equation}
\frac{H}{h}=\nu_0S_z+DS_z^2+2\nu_1\cos(2\pi\nu t)\,S_x .
\end{equation}
The linear microwave field has amplitude $2B_1$, so each of its two rotating components has amplitude $B_1$, and
\[
\omega_1=2\pi\nu_1=\frac{g\mu_BB_1}{\hbar}.
\]
I assume $\nu_1\ll|D|\ll\nu_0$. Without the microwave field the levels are $\nu_0m+Dm^2$, so the line $m\leftrightarrow m+1$ lies at
\begin{equation}
\nu=\nu_0+D\big[(m+1)^2-m^2\big]=\nu_0+D(2m+1).
\end{equation}
Neighbouring lines are $2|D|$ apart. A doublet has one line, at $\nu_0$, since $S_z^2=\tfrac14$ is then a constant.

Now write $\psi=e^{-i\varphi S_z}\psi'$ with $\varphi=2\pi\nu t$. The time derivative of the exponential subtracts $\nu S_z$ from the Hamiltonian, and the drive becomes
\begin{align*}
2\nu_1\cos\varphi\;e^{i\varphi S_z}S_xe^{-i\varphi S_z}
&=2\nu_1\cos\varphi\,(S_x\cos\varphi-S_y\sin\varphi)\\
&=\nu_1S_x+\nu_1(S_x\cos2\varphi-S_y\sin2\varphi).
\end{align*}
The last bracket oscillates at $2\nu$, far faster than anything $\nu_1$ can follow, and is dropped. On resonance $\nu_0-\nu=-D(2m+1)$, so
\begin{equation}
H'=DS_z^2-D(2m+1)S_z+\nu_1S_x .
\label{rot}
\end{equation}
Apart from the drive, a level with quantum number $k$ has the energy
\[
Dk^2-D(2m+1)k=D(k-m)(k-m-1)-Dm(m+1).
\]
The last term is common to all levels and can be removed. The driven levels $k=m$ and $k=m+1$ are then both at zero, while their outside neighbours, $k=m-1$ and $k=m+2$, are at $2D$ if they exist. For $\nu_1\ll|D|$ the drive mixes the degenerate pair fully and the neighbours only slightly.

\subsection*{The square root}

The coupling within the pair is $v=\nu_1\langle m+1|S_x|m\rangle$. To find it, let $S_\pm=S_x\pm iS_y$. Then
\[
S_-S_+=S_x^2+S_y^2+i[S_x,S_y]=\mathbf S^2-S_z^2-S_z .
\]
The squared norm of $S_+|m\rangle$ is therefore $S(S+1)-m^2-m$. Since $[S_z,S_+]=S_+$, this vector is proportional to $|m+1\rangle$. With the usual choice of phase,
\[
S_+|m\rangle=\sqrt{S(S+1)-m(m+1)}\;|m+1\rangle .
\]
In $S_x=\tfrac12(S_++S_-)$ only $S_+$ leads from $m$ to $m+1$, so
\begin{equation}
v=\tfrac12\nu_1\sqrt{S(S+1)-m(m+1)} .
\end{equation}

Restricted to the pair, $H'=v\sigma_x$. Because $\sigma_x^2=1$, the evolution operator is
\[
e^{-2\pi ivt\sigma_x}=\cos(2\pi vt)-i\sigma_x\sin(2\pi vt).
\]
A spin that starts in one level is found in the other with probability $\sin^2(2\pi vt)$. If the initial populations are $p_{m+1}$ and $p_m$, with no coherence between the levels, the population difference is
\begin{align*}
P(t)&=(p_{m+1}-p_m)\big[\cos^2(2\pi vt)-\sin^2(2\pi vt)\big]\\
&=(p_{m+1}-p_m)\cos(4\pi vt).
\end{align*}
The nutation frequency is thus
\begin{equation}
\boxed{\;\Omega=4\pi v=\omega_1\sqrt{S(S+1)-m(m+1)}\;}
\label{law}
\end{equation}
The populations set the amplitude but not the frequency, so the law also holds for a spin-polarized triplet, provided the two populations differ.

Physically, the pair acts as a spin one-half whose transition moment is larger than that of a real spin one-half by the square root. The same $B_1$ therefore turns it faster.

\subsection*{Identifying the spin}

Let $r=\Omega/\omega_1$, with $\omega_1$ measured on a known doublet having the same $g$ and the same $B_1$. If $g$ differs, $\omega_1$ must be rescaled in proportion. Equation \eqref{law} gives:

\begin{center}
\begin{tabular}{llcc}
Spin & Transition & $r^2$ & $r$\\
doublet & $-\frac12\leftrightarrow\frac12$ & 1 & 1\\
triplet & $0\leftrightarrow\pm1$ & 2 & $\sqrt2$\\
quartet, outer & $\pm\frac12\leftrightarrow\pm\frac32$ & 3 & $\sqrt3$\\
quartet, inner & $-\frac12\leftrightarrow\frac12$ & 4 & 2
\end{tabular}
\end{center}

If the pulse is selective and on resonance, the assignment among these three multiplicities is unique. Resonance matters: an angular detuning $\Delta$ adds $(\Delta/4\pi)\sigma_z$ to the pair Hamiltonian, and the pair then nutates at $\sqrt{\Omega^2+\Delta^2}$ with its amplitude reduced by $\Omega^2/(\Omega^2+\Delta^2)$. A doublet driven $\omega_1$ off resonance gives $r=\sqrt2$. In an inhomogeneously broadened line the off-resonant spins pull the nutation peak somewhat above $\Omega$. To see what happens if other spins are allowed, factor the expression:
\begin{equation}
r^2=S(S+1)-m(m+1)=(S-m)(S+m+1).
\end{equation}
Both factors are positive integers, and their sum is $2S+1$. The value 3 can only be $1\times3$, whose sum is 4, so it belongs to a quartet. The value 4 can be $2\times2$, the inner quartet line, or $1\times4$, whose sum is 5 and which is an outer line of a quintet. An isolated $r=2$ therefore proves a quartet only if a quintet is already excluded. A second line with $r=\sqrt3$ settles the matter.

Without a doublet reference, a quartet can still be recognized among the three candidates if its inner line and one outer line are resolved and $B_1$ is the same for both. Its inner and outer frequencies have the ratio $2/\sqrt3\approx1.155$, whereas the two triplet lines nutate equally fast.

\subsection*{How selective must the pulse be?}

The neighbours at $2D$ give the leading correction. Let $a$ be the coupling of level $m+1$ to $m+2$, and $b$ that of level $m$ to $m-1$; a coupling is zero if the neighbour does not exist. For an eigenvalue $E$ of $H'$, the amplitudes obey
\begin{align*}
Ec_{m+1}&=vc_m+ac_{m+2},\\
Ec_{m+2}&=2Dc_{m+2}+ac_{m+1},
\end{align*}
where levels still further out are left aside for the moment. The second line gives $c_{m+2}=-ac_{m+1}/(2D-E)$. Treating the lower neighbour in the same way leaves two equations for the pair, which are compatible if
\[
\Big(E+\frac{a^2}{2D-E}\Big)\Big(E+\frac{b^2}{2D-E}\Big)=v^2 .
\]
Since $E\approx\pm v$ is small compared with $D$, use $1/(2D-E)\approx1/2D+E/4D^2$, and define
\[
A=\frac{a^2}{2D},\quad B=\frac{b^2}{2D},\quad
\alpha=\frac{a^2}{4D^2},\quad \beta=\frac{b^2}{4D^2}.
\]
The next term of the expansion, and the levels further out, shift both roots equally at order $\nu_1^4/D^3$. Such a shift cancels in their difference, which is what we need. The condition is now
\[
\big[(1+\alpha)E+A\big]\big[(1+\beta)E+B\big]=v^2 .
\]
This is a quadratic $pE^2+qE+s=0$. To the order required, $p=1+\alpha+\beta$, $q=A+B$ and $s=AB-v^2$. The difference of its roots is
\begin{align*}
\frac{\sqrt{q^2-4ps}}{p}
&\approx\frac{\sqrt{4v^2(1+\alpha+\beta)+(A-B)^2}}{1+\alpha+\beta}\\
&\approx2v\Big[1-\frac{\alpha+\beta}{2}+\frac{(A-B)^2}{8v^2}\Big].
\end{align*}
Relative to the ideal frequency $\Omega$, the correction is therefore
\begin{equation}
\frac{\delta\Omega}{\Omega}=\frac{(a^2-b^2)^2}{32D^2v^2}-\frac{a^2+b^2}{8D^2}.
\label{corr}
\end{equation}
The first term is a detuning, caused by unequal shifts of the two levels. The second is a weakening of the coupling, because part of each state has leaked into a neighbour.

Insert the couplings in units of $\nu_1$, and let $x=\nu_1/|D|$:
\begin{itemize}
\item Triplet, $0\leftrightarrow1$: $v^2=b^2=\frac12$ and $a=0$, giving $\big(\frac1{64}-\frac1{16}\big)x^2=-\frac3{64}x^2$.
\item Quartet, $\frac12\leftrightarrow\frac32$: $v^2=\frac34$, $b^2=1$ and $a=0$, giving $\big(\frac1{24}-\frac18\big)x^2=-\frac1{12}x^2$.
\item Quartet, $-\frac12\leftrightarrow\frac12$: $v^2=1$ and $a^2=b^2=\frac34$, giving $-\frac3{16}x^2$.
\end{itemize}
The mirror-image outer lines exchange $a$ and $b$ and have the same correction.

For the inner quartet line one can follow the loss of selectivity beyond this expansion. Here $2m+1=0$, so \eqref{rot} reduces to $DS_z^2+\nu_1S_x$. The combinations $(|\tfrac12\rangle\pm|{-\tfrac12}\rangle)/\sqrt2$ and $(|\tfrac32\rangle\pm|{-\tfrac32}\rangle)/\sqrt2$ with equal signs couple only to each other, in the blocks
\[
\begin{pmatrix}\frac D4\pm\nu_1&\frac{\sqrt3}2\nu_1\\[2pt]\frac{\sqrt3}2\nu_1&\frac{9D}4\end{pmatrix}.
\]
For $D>0$ the root that grows out of the driven pair is the lower one:
\[
E_\pm=\frac{5D}4\pm\frac{\nu_1}2-\sqrt{\Big(D\mp\frac{\nu_1}2\Big)^2+\frac34\nu_1^2}.
\]
The square under the root, written out, gives $D^2\mp D\nu_1+\nu_1^2$ in all. For $D<0$ one takes the upper root, and the difference is the same with $D$ replaced by $|D|$:
\begin{equation}
\begin{split}
E_+-E_-=\nu_1&+\sqrt{D^2+|D|\nu_1+\nu_1^2}\\
&-\sqrt{D^2-|D|\nu_1+\nu_1^2}.
\end{split}
\end{equation}
For $|D|\gg\nu_1$ the roots differ by $\nu_1$, and the frequency is $2\nu_1$. For $D\to0$ they cancel, and it is $\nu_1$: your result. Between these limits other differences of the four eigenvalues can also appear in the signal.

This matters for the assignment. A measured $r=1$ indicates a doublet only if a triplet or quartet with $|D|\ll\nu_1$ is excluded. Repeating the measurement at lower $B_1$ is a useful check: $r$ should stay put if the pulse was already selective. The converse does not hold: for thermal populations $r$ also stays at 1 if $|D|\ll\nu_1$ at both settings. The decay of the nutation limits how far $B_1$ can be lowered.

\subsection*{Numbers}

Take the round model parameters $\nu_0=9500$ MHz, $D=500$ MHz and $\nu_1=5$ MHz, with the free-electron $g$. The drive corresponds to $B_1=h\nu_1/(g\mu_B)=0.178$ mT. The static field is held fixed and the microwave frequency is set to each line in turn, with the same $B_1$.

\begin{center}
\begin{tabular}{lccc}
 & line & $\Omega/2\pi$ & inversion\\
 & (MHz) & (MHz) & time (ns)\\
doublet & 9500 & 5.00 & 100.0\\
triplet & 10000 & 7.07 & 70.7\\
quartet, outer & 10500 & 8.66 & 57.7\\
quartet, inner & 9500 & 10.00 & 50.0
\end{tabular}
\end{center}

These frequencies were computed with the full oscillating field, without dropping the counter-rotating term. For the outer quartet line the arithmetic is $r=8.66/5.00=1.732$, hence $r^2=3.00$. Inversion takes half a nutation period, $1/(2\times8.66\ \text{MHz})=57.7$ ns.

The doublet and the inner quartet line coincide at 9500 MHz, so line position cannot separate them, but nutation does. A 100 ns pulse inverts the doublet and takes the quartet pair through a full cycle, back to its initial population difference. The closest call between different multiplicities is triplet against outer quartet, where the frequencies differ by the factor $8.66/7.07=1.22$. The calibration of $\omega_1$ must be clearly better than that.

At $x=0.01$ the selectivity error is negligible. For the inner quartet line $r$ is still 1.996 at $x=0.1$ and 1.967 at $x=0.3$. In the opposite limit, $|D|/\nu_1=0.001$, all four cases give $r=1.00$ when the initial populations are thermal, that is, linear in $m$. A polarized start can differ: for a triplet with only $m=0$ populated, a rotation by $\omega_1t$ gives $p_1-p_0=\frac12\sin^2\omega_1t-\cos^2\omega_1t=-\frac14-\frac34\cos2\omega_1t$, which oscillates at $2\omega_1$. This population difference thus gives $r=2$, as the inner quartet line does. Since $p_1=p_{-1}$ throughout, the total magnetization stays zero in this limit, and the oscillation is seen only if the detection tells the two lines apart. In that case $r=2$ points to a quartet only if the pulse is known to be selective. The numerical check also tests \eqref{corr} and the cosine form of the signal.

\subsection*{If the zero-field axis is tilted}

Let the axis make an angle $\theta$ with the static field, so that $S_z^2$ is replaced by $(S_z\cos\theta+S_x\sin\theta)^2$. At high field the diagonal part determines the first-order line positions. The cross terms have no diagonal elements, and $\langle m|S_x^2|m\rangle=\tfrac12[S(S+1)-m^2]$. The coefficient of $m^2$ is therefore
\begin{equation}
d=D\big(\cos^2\theta-\tfrac12\sin^2\theta\big)=\tfrac12D(3\cos^2\theta-1),
\end{equation}
and to first order $d$ takes the place of $D$ in the selectivity condition. The off-diagonal part mixes the levels and changes the transition moments by relative amounts of order $D/\nu_0$. In the example at $\theta=45^\circ$, with $B_1$ in the plane of the tilt, $d=125$ MHz and the largest change of a transition moment among the triplet and quartet lines is 1.75 percent.

Near $\theta=54.7^\circ$ the first-order splitting vanishes, and $\nu_1\ll|d|$ cannot be met. Shifts of order $D^2/\nu_0$, about 26 MHz here, must then be examined. The off-diagonal part $V$ shifts level $m$ by $\sum_k|V_{km}|^2/[\nu_0(m-k)]$, and since $|V_{km}|=|V_{-k,-m}|$ this shift is odd in $m$. For a triplet it therefore moves both lines equally and does not separate them. For a quartet the cross term couples $\pm\frac32$ to $\pm\frac12$ with $|V|=\sqrt3|D|\sin\theta\cos\theta$, and the $S_x^2$ term couples levels two apart with $|V|=\frac{\sqrt3}2|D|\sin^2\theta$. Both outer lines then shift by $6\sin^2\theta\cos^2\theta\,D^2/\nu_0$ and the inner line by $(\frac34\sin^4\theta-6\sin^2\theta\cos^2\theta)D^2/\nu_0$. At $\cos^2\theta=\frac13$ these are $\frac43$ and $-1$ times $D^2/\nu_0$, a separation of $7D^2/3\nu_0\approx61$ MHz. The inner line meets an outer one where $2|d|$ equals this separation, not at $d=0$. The separation itself varies with $\theta$, which puts the crossings near $d\approx+33$ and $-28$ MHz. There $r$ of the inner line falls to about 1.3 for thermal populations, close to the triplet value. In a random powder $u=|\cos\theta|$ is uniformly distributed between 0 and 1. The condition $|d|<\tau|D|$, with $\tau<\tfrac12$, means $(1-2\tau)/3<u^2<(1+2\tau)/3$, which selects the fraction
\[
\sqrt{\frac{1+2\tau}3}-\sqrt{\frac{1-2\tau}3}.
\]
For $|d|<3\nu_1=15$ MHz, $\tau=0.03$ and the fraction is 3.5 percent. This is a cautious bound for the triplet: at its edge, $\nu_1/|d|=\frac13$, the correction $-\frac3{64}(\nu_1/d)^2$ is only about 0.5 percent, and it reaches several percent only for $|d|\lesssim\nu_1$. The mixing of the levels by the tilt comes on top of this, about one percent, with opposite sign for the two lines. For the quartet the corresponding orientations lie in two narrow bands around $d\approx+33$ and $-28$ MHz, together about 7 percent. Most orientations lie outside these bands, but a measurement made at a field position where the unselective ones contribute strongly is a poor basis for the assignment.

\section*{Computed results}
\begin{verbatim}
Zeeman frequency nu0 = 9500 MHz
zero-field parameter D = 500 MHz
drive nu1 = 5.0 MHz, ratio nu1/D = 0.010
free-electron g = 2.00232, B1 = 0.1784 mT
doublet: line at 9500 MHz
  nutation 5.000 MHz, r = 1.0000, r^2 = 1.000
  inversion time = 100.00 ns
triplet: line at 10000 MHz
  nutation 7.071 MHz, r = 1.4142, r^2 = 2.000
  inversion time = 70.71 ns
quartet outer: line at 10500 MHz
  nutation 8.660 MHz, r = 1.7320, r^2 = 3.000
  inversion time = 57.74 ns
quartet inner: line at 9500 MHz
  nutation 10.000 MHz, r = 2.0000, r^2 = 4.000
  inversion time = 50.00 ns
largest departure of traces from cosine = 7.7e-04
S=1.0, m=0.0: (relative shift)/(nu1/D)^2 = -0.0469
S=1.5, m=0.5: (relative shift)/(nu1/D)^2 = -0.0833
S=1.5, m=-0.5: (relative shift)/(nu1/D)^2 = -0.1875
inner quartet at nu1/D = 0.01: r = 1.99996
inner quartet at nu1/D = 0.10: r = 1.99626
inner quartet at nu1/D = 0.30: r = 1.96721
doublet, D/nu1 = 0.001: r = 1.000
triplet, D/nu1 = 0.001: r = 1.001
quartet outer, D/nu1 = 0.001: r = 1.000
quartet inner, D/nu1 = 0.001: r = 1.001
r^2 = 1: possible S = [0.5]
r^2 = 2: possible S = [1.0]
r^2 = 3: possible S = [1.5]
r^2 = 4: possible S = [1.5, 2.0]
axis tilt = 45 degrees: d = 125.0 MHz
  largest relative change of r = 1.75 percent
magic angle = 54.74 degrees
powder fraction with |d| < 15 MHz = 3.47 percent
\end{verbatim}
